# Shot-noise read time of two tunnel currents in a ferroelectric junction

A ferroelectric tunnel junction stores a bit in the direction of its polarization. To read it, one applies a bias too small to reverse the polarization and measures the tunnel current, which is larger in one state than in the other. If the larger current is a few tens of picoamperes, a read lasting a fraction of a microsecond collects only tens of electrons. Two reads of the same state then give different counts. How long must one count before the two states can be told apart?

Let the mean currents be $I_1>I_2\ge0$, taken as magnitudes, and let $e>0$ be the elementary charge. Electrons are counted for a time $t$ and the count is compared with a threshold. The states are called separated by $z$ standard deviations each if one common threshold lies at least $z$ standard deviations of state 1 below the mean of state 1, and at least $z$ standard deviations of state 2 above the mean of state 2.

## 1. One current against darkness

Start with $I_2=0$. The dark state gives no counts and has no spread, so the threshold can sit at zero. What remains is the spread of the bright state.

Divide the read into $M$ independent attempts, each transferring an electron with probability $p$. One attempt gives $x=0$ or $1$. Since $x^2=x$, its mean and variance are

$$\langle x\rangle=p,\qquad \langle x^2\rangle-\langle x\rangle^2=p-p^2=p(1-p).$$

Variances of independent attempts add. The total count therefore has

$$N=Mp,\qquad \sigma^2=Mp(1-p)=N(1-p).$$

For a thick barrier $p\ll1$, and $\sigma^2=N$. This is Poisson counting, or shot noise. The mean transferred charge is $It$, so

$$N=\frac{It}{e},\qquad \sigma=\sqrt{\frac{It}{e}}.$$

Zero lies $N_1/\sqrt{N_1}=\sqrt{N_1}$ standard deviations below the bright mean. Setting this equal to $z$ gives $N_1=z^2$, hence

$$t=\frac{z^2e}{I_1}\qquad(I_2=0).$$

Five standard deviations require 25 electrons on average. The actual chance of seeing none is $e^{-N_1}=e^{-z^2}$, which is not a Gaussian tail. Section 6 returns to this difference.

## 2. Two currents

Now both states fluctuate, with $N_i=I_it/e$ and $\sigma_i=\sqrt{N_i}$. For a threshold $k$ between the means, the margins are

$$m_1(k)=\frac{N_1-k}{\sqrt{N_1}},\qquad m_2(k)=\frac{k-N_2}{\sqrt{N_2}}.$$

As $k$ rises, $m_1$ falls and $m_2$ rises. Moving away from their crossing in either direction lowers one of them, so the smaller margin is largest where they are equal. Call the common value $m$. Then

$$k=N_1-m\sqrt{N_1}=N_2+m\sqrt{N_2}.$$

Collecting the terms in $m$ and factorizing the difference of the means,

$$m(\sqrt{N_1}+\sqrt{N_2})=N_1-N_2=(\sqrt{N_1}-\sqrt{N_2})(\sqrt{N_1}+\sqrt{N_2}).$$

Division by the positive sum gives

$$m=\sqrt{N_1}-\sqrt{N_2},$$

and the threshold follows by substitution:

$$k=N_1-\sqrt{N_1}(\sqrt{N_1}-\sqrt{N_2})=\sqrt{N_1N_2}.$$

The best threshold under this criterion is the geometric mean of the counts. Inserting $N_i=I_it/e$,

$$m=\sqrt{\frac te}\,(\sqrt{I_1}-\sqrt{I_2}).$$

The margin grows as $\sqrt t$. Requiring $m=z$ and squaring gives the least time:

$$\boxed{t=\frac{z^2e}{(\sqrt{I_1}-\sqrt{I_2})^2}}.$$

At any shorter time even the best threshold has a margin below $z$.

**Limit of a dark state.** For $I_2\to0$ the result returns to $z^2e/I_1$.

**Limit of nearly equal currents.** Write $\Delta=I_1-I_2$ and let both currents be close to $I$. Then

$$\sqrt{I_1}-\sqrt{I_2}=\frac{\Delta}{\sqrt{I_1}+\sqrt{I_2}}\simeq\frac{\Delta}{2\sqrt I},\qquad t\simeq\frac{4z^2eI}{\Delta^2}.$$

Halving a small current difference at fixed $I$ makes the read four times longer.

**A different question.** If two counts, one from each state, are subtracted, the variance of the difference is $N_1+N_2$. Asking for $N_1-N_2=z\sqrt{N_1+N_2}$ gives, after inserting the currents and squaring,

$$t_{\rm d}=\frac{z^2e(I_1+I_2)}{(I_1-I_2)^2}.$$

The ratio of the two times is

$$\frac{t}{t_{\rm d}}=\frac{(\sqrt{I_1}+\sqrt{I_2})^2}{I_1+I_2}=1+\frac{2\sqrt{I_1I_2}}{I_1+I_2}.$$

It runs from 1 for a dark second state to 2 for equal currents. A quoted $z$ therefore needs its definition. A single read against a fixed threshold calls for the boxed result.

## 3. Currents from a barrier model

For numbers, take a square junction of side 100 nm with a barrier of thickness $d=3$ nm, at bias $V=0.1$ V and $T=300$ K. Polarization enters through the mean barrier height: $\phi=2.0$ eV in the on state and 2.5 eV in the off state. The barrier mass is $m_b=0.2$ electron masses. These are round model values.

Tunnelling is taken as elastic with conserved transverse wavevector $q$. Energy $E$ is measured from midway between the electrode Fermi levels, which lie at $\pm eV/2$. In the barrier the decay constant is $\sqrt{\kappa^2+q^2}$, with

$$\kappa(E)=\frac{\sqrt{2m_b(\phi-E)}}{\hbar}.$$

Keeping the exponential part of the transmission and assuming that the electrodes supply all the $q$ that matter, the sum over transverse states per area is

$$g(E)=\int_0^\infty\frac{q\,dq}{2\pi}\,e^{-2d\sqrt{\kappa^2+q^2}}.$$

Put $s=\sqrt{\kappa^2+q^2}$, so that $q\,dq=s\,ds$, and integrate by parts:

$$g=\frac1{2\pi}\int_\kappa^\infty s\,e^{-2ds}ds=\frac{1}{2\pi}\left(\frac{\kappa}{2d}+\frac1{4d^2}\right)e^{-2\kappa d}.$$

Each transverse state carries electrons at the rate $(1/h)\int dE$ times transmission and occupation difference. Two spins and area $A$ give

$$I=\frac{2e}{h}A\int dE\,[f_L(E)-f_R(E)]\,g(E),$$

where $f_L,f_R$ are the Fermi functions of the electrodes.

At $E=0$ the decay constants are 3.24 and 3.62 nm$^{-1}$. The integral gives $I_1=26.12$ pA and $I_2=2.908$ pA, a ratio of 9.0. In the on state $e^{-2\kappa d}=3.6\times10^{-9}$, so the factor $1-p$ of Section 1 is negligibly different from one.

With $e=0.1602$ pA µs and $z=5$,

$$t=\frac{25\times0.1602}{(5.111-1.705)^2}\ \text{µs}=0.345\ \text{µs}.$$

The mean counts are 56.3 and 6.27, with standard deviations 7.50 and 2.50. The threshold is $\sqrt{56.3\times6.27}=18.8$, and both margins are five:

$$\frac{56.3-18.8}{7.50}\simeq\frac{18.8-6.27}{2.50}\simeq5.$$

The subtraction criterion would give 0.216 µs, shorter by the factor 1.60.

At fixed $I_1$, a larger on/off ratio has a limited benefit. With no off current at all the time would be $25\times0.1602/26.12=0.153$ µs, a gain of 2.3. Raising both currents by a common factor shortens the shot-noise time by that factor without such a floor.

## 4. Electrons that tunnel back

At finite temperature some electrons cross against the bias. Let $\Gamma_+$ and $\Gamma_-$ be the forward and backward rates. At a given energy they are proportional to $f_L(1-f_R)$ and $f_R(1-f_L)$, with the same transmission. Since $f/(1-f)=e^{-(E-\mu)/k_BT}$ for Fermi level $\mu$, their ratio is

$$\frac{f_L(1-f_R)}{f_R(1-f_L)}=e^{(\mu_L-\mu_R)/k_BT}=e^{eV/k_BT}.$$

This does not depend on $E$, so the integrated rates have the same ratio. The net count is the difference of two independent Poisson counts. Its mean is $(\Gamma_+-\Gamma_-)t$, but its variance is the sum $(\Gamma_++\Gamma_-)t$. Hence

$$F=\frac{\sigma^2}{N}=\frac{\Gamma_++\Gamma_-}{\Gamma_+-\Gamma_-}=\frac{e^{eV/k_BT}+1}{e^{eV/k_BT}-1}=\coth\frac{eV}{2k_BT}.$$

Both states share the bias and temperature, hence the same $F$. Every standard deviation grows by $\sqrt F$, so the margin becomes $(\sqrt{N_1}-\sqrt{N_2})/\sqrt F$ and

$$t=\frac{z^2eF}{(\sqrt{I_1}-\sqrt{I_2})^2}.$$

Here $F=1.043$ and the time rises to 0.360 µs.

**Limit of large bias.** For $eV\gg k_BT$, $F\to1$ and the boxed result returns.

**Limit of small bias.** For $eV\ll k_BT$, $F\simeq2k_BT/eV$. With $I_i=G_iV$, where $G_i$ is the conductance,

$$t\simeq\frac{2k_BTz^2}{V^2(\sqrt{G_1}-\sqrt{G_2})^2}.$$

The time now falls as $1/V^2$. The count variance is $FI_it/e\to2k_BTG_it/e^2$: it stays finite as the current vanishes. This is Johnson noise.

These results can be tested without assuming the variance. The probability $P_n(t)$ of a net count $n$ obeys

$$\frac{dP_n}{dt}=\Gamma_+P_{n-1}+\Gamma_-P_{n+1}-(\Gamma_++\Gamma_-)P_n.$$

It was solved for the example's rates, and the threshold was scanned for the largest common margin. With one-way tunnelling at the ideal time the margin was 5 to within 0.002. At 0.9 of that time it was below 4.9. With two-way tunnelling and the time multiplied by $F$, it was again 5 to within 0.002.

## 5. Noise from the readout

Suppose the readout adds white noise, independent of the state, with count variance $I_at/e$. The constant $I_a$ is an equivalent current: it adds variance but no mean. Then

$$\sigma_i^2=\frac{(FI_i+I_a)t}{e}.$$

Equal margins still require $N_1-N_2=z(\sigma_1+\sigma_2)$. Inserting the means and widths,

$$\frac{(I_1-I_2)t}{e}=z\sqrt{\frac te}\left[\sqrt{FI_1+I_a}+\sqrt{FI_2+I_a}\right].$$

Dividing by $\sqrt{t/e}$, squaring and solving for $t$ gives

$$t=z^2e\,\frac{\left[\sqrt{FI_1+I_a}+\sqrt{FI_2+I_a}\right]^2}{(I_1-I_2)^2}.$$

For $I_a=0$, cancelling $\sqrt{I_1}+\sqrt{I_2}$ recovers Section 4. For $I_a\gg FI_1$ the time tends to $4z^2eI_a/(I_1-I_2)^2$, so the current difference matters and the individual currents do not.

A resistor $R$ in equilibrium has the Johnson variance found above with $G=1/R$. Equating $2k_BTt/(Re^2)$ to $I_at/e$ gives

$$I_a=\frac{2k_BT}{eR}.$$

A 1 GΩ feedback resistor at 300 K has $I_a=51.7$ pA, twice the on current. The bracket is $\sqrt{78.9}+\sqrt{54.7}=16.28$ in units of pA$^{1/2}$, and

$$t=\frac{4.005\times16.28^2}{23.21^2}\ \text{µs}\simeq1.97\ \text{µs}.$$

This is 5.7 times the ideal time. Resistor noise therefore outweighs the junction's shot noise here. The estimate leaves out the amplifier's voltage noise acting on the input capacitance, and its finite bandwidth; either can make a real read longer.

The formula was also tested with the counting equation, by adding random forward and backward steps at equal rates. For $z=3$ and $I_a=I_1/2$, the scanned margin was 3 to within 0.002.

## 6. What five standard deviations mean

For a Gaussian distribution the chance of lying more than five standard deviations to one side is $2.9\times10^{-7}$. The off state here has a mean of only 6.27 electrons, and its Poisson distribution has a longer upper tail. At the threshold 18.8 an off state is misread with probability $3.2\times10^{-5}$, about 110 times the Gaussian value. An on state is misread with probability $2.6\times10^{-9}$. Equal margins in standard deviations are not equal error probabilities.

The threshold can be moved to reduce the sum of the two errors. For a count $n$,

$$\frac{P_1(n)}{P_2(n)}=e^{-(N_1-N_2)}\left(\frac{N_1}{N_2}\right)^n.$$

If the two states are equally likely before the read, state 1 is the likelier source when this exceeds one, that is, when

$$n>\frac{N_1-N_2}{\ln(N_1/N_2)}=\frac{50.0}{2.195}=22.8.$$

With this threshold the error sum is $\sum_n\min(P_1,P_2)=3.8\times10^{-7}$. That is less than twice the Gaussian tail, $5.7\times10^{-7}$. The latter sum is reached at 0.336 µs, slightly before the ideal time. In this example the boxed time is a good guide to the error, provided the threshold is moved from 18.8 to 22.8.

A bound holds for any Poisson pair. Since $\min(a,b)\le\sqrt{ab}$ for non-negative numbers,

$$\sum_n\min(P_1,P_2)\le\sum_n\sqrt{P_1P_2}=e^{-(N_1+N_2)/2}\sum_n\frac{(\sqrt{N_1N_2})^n}{n!}.$$

The last sum is $e^{\sqrt{N_1N_2}}$, so the right side equals

$$e^{-(\sqrt{N_1}-\sqrt{N_2})^2/2}=e^{-z^2/2}.$$

The same difference of square roots that sets the margin also bounds the error. For $z=5$ the bound is $3.7\times10^{-6}$, about ten times the actual sum.

**Limit of many counts.** When both means are large and nearly equal, the Gaussian reading should return at the geometric threshold too. For $I_2/I_1=0.98$ and $z=3$, the mean on count is about $8.9\times10^4$. Both Poisson tails then agreed with the Gaussian tail to within 5% of its value.

## 7. Fluctuations that counting does not average

Suppose the current itself varies from read to read with relative rms size $r$, but stays constant during each read. The variance is the mean Poisson variance plus the variance of the changing mean:

$$\sigma_i^2=N_i+(rN_i)^2.$$

With $r=5\%$ in both states, the margin at the ideal time drops from 5 to 4.75. The correction is modest because shot noise is large at these counts. At long times the second term dominates, and

$$m\to\frac{N_1-N_2}{r(N_1+N_2)}=\frac1r\,\frac{I_1-I_2}{I_1+I_2}.$$

The margin saturates, here at 16. If the required $z$ exceeds this ceiling, no counting time is sufficient.

Charge on the junction capacitance is another source of error. For a rough relative permittivity of 30, $C=0.885$ fF, and charging it to the read bias moves 553 electrons, ten times the mean on count. A repeatable charge can be subtracted. If the node is reset and then isolated, however, its thermal charge noise is $\sqrt{k_BTC}/e=12$ electrons. The square of the unrounded value, 11.95, is 143. Adding this to both variances reduces the margin at the ideal time to

$$\frac{50.0}{\sqrt{56.3+143}+\sqrt{6.27+143}}\simeq1.9.$$

Reading the node just after reset and subtracting that value removes this offset, although the subtraction brings in the noise of the extra reading. The bias must also be held by the source: on an isolated junction, 56 electrons would remove about a tenth of the 553 that maintain it.

## 8. Beside a real hafnia junction

The parameters are round values of the kind quoted for a thin hafnia-based tunnel junction; the 0.5 eV barrier contrast is generous, as the last paragraph shows. The 3 nm film and 100 nm side are at the small end, and the on current density of 0.26 A/cm² depends so strongly on thickness and barrier that real devices can differ by orders of magnitude. At a fixed current ratio the ideal time scales as $1/I_1$, so a current density a hundred times smaller would give 35 µs. One assumption that is easily broken is that junction shot noise is the only noise; the 1 GΩ resistor alone moves the answer to 2.0 µs.

Changes to the barrier model can move the time by far more than the 4% due to back-tunnelling. The following cases, which include leakage and temperature, each change one setting of the ideal shot-noise calculation:

- Raising the barrier mass to 0.22 gives 0.80 µs.
- Lowering both barriers by 0.1 eV gives 0.21 µs.
- Wavefunction matching at the electrodes, estimated for electrons of 5 eV kinetic energy and free mass at normal incidence, multiplies the on and off transmissions at $E=0$ by 3.6 and 3.3. Oblique incidence lowers these factors by a few per cent. The time becomes a little under 0.1 µs.
- State-independent leakage equal to the off current gives 0.45 µs.
- Operation at 358 K, with unchanged barriers and one-way shot noise, gives 0.34 µs.

A barrier tilt of 1 eV at fixed mean height, which is a field of 3.3 MV/cm across the film, changes the on current by only 4 to 5%. Thermionic emission over the 2 eV barrier is negligible, less than $10^{-24}$ of the on current. Defect-assisted conduction is not calculated; the leakage case represents it only if it adds a current equal to the off current in both states, with Poisson noise.

The read bias alone gives an average field of 0.33 MV/cm, below rough values of 1 MV/cm for switching and 4 MV/cm for breakdown. Built-in and depolarization fields are not included, and they need not be small. Suppose the barrier contrast comes from unequal screening in the two electrodes, which shifts the potential at the interfaces by $+U_1$ and $-U_2$, with signs that reverse with the polarization. The mean barrier then differs between the states by $e(U_1-U_2)$, while the film carries a depolarizing field $(U_1+U_2)/d\ge(U_1-U_2)/d$. A contrast of 0.5 eV over 3 nm implies at least 1.7 MV/cm, above the rough switching field, and staying below 1 MV/cm allows at most 0.3 eV, hence a smaller on/off ratio. The barriers used here therefore presuppose a larger coercive field or another source of contrast. Even a small read field does not exclude slow partial switching. With a rough remanent polarization of 15 µC/cm², full reversal moves $1.9\times10^4$ electrons, so reversal of just 0.27% of the polarization supplies a charge equal to the 50-electron gap between the states. The shot-noise time applies to a read that keeps such charge out of the count, or subtracts it reproducibly. The numerical output gives the values used here.

## Computed results

```
Junction side: 100 nm
Barrier thickness: 3 nm
Read bias: 0.1 V
Temperature: 300 K
On mean barrier: 2 eV
Off mean barrier: 2.5 eV
Barrier mass / electron mass: 0.2
Required margin z: 5
On decay constant: 3.24 1/nm
Off decay constant: 3.623 1/nm
On exponential transmission: 3.605e-09
On current: 26.12 pA
Off current: 2.908 pA
On/off current ratio: 8.981
On current density: 0.2612 A/cm2
Ideal read time: 0.3454 us
Mean on count: 56.31 electrons
Mean off count: 6.27 electrons
On standard deviation: 7.504 electrons
Off standard deviation: 2.504 electrons
Count threshold: 18.79 electrons
Difference-criterion time: 0.2158 us
Gaussian one-sided error: 2.867e-07
Poisson off misread at threshold: 3.158e-05
Poisson on misread at threshold: 2.578e-09
Best-threshold error sum: 3.783e-07
Error-sum bound: 3.727e-06
Time for twice Gaussian error: 0.3355 us
Thermal noise factor: 1.043
Time with back-tunnelling: 0.3601 us
Feedback resistor: 1 Gohm
Resistor equivalent current: 51.7 pA
Time with resistor noise: 1.971 us
Slow rms current fluctuation: 5 %
Margin with slow fluctuation: 4.748
Time with leakage equal to off: 0.4523 us
Electrode energy for matching: 5 eV
On matching factor: 3.556
Off matching factor: 3.265
Time with interface matching: 0.09321 us
Time at 358 K: 0.3413 us
Time at barrier mass 0.22: 0.8048 us
Time with barriers 0.1 eV lower: 0.2108 us
On transmission factor, 1 eV tilt: 1.053
Rough relative permittivity: 30
Junction capacitance: 0.8854 fF
Capacitor charging count: 552.6 electrons
Capacitor reset noise: 11.95 electrons
Rough remanent polarization: 15 uC/cm2
Full polarization reversal: 1.872e+04 electrons
Switching equal to count gap: 0.2672 %
Read field: 0.3333 MV/cm
Rough coercive field: 1 MV/cm
Rough breakdown field: 4 MV/cm
Thermionic/on tunnel current: 1.044e-26
```
